\section*{Constrained grain-boundary diffusion: wedge-like stress relaxation and the thickness-cubed time}

\section{The decision that depends on the result}

A simple calculation of the stress in a film held at its annealing temperature may treat each grain boundary in one of two limiting ways. Either the boundary still transmits the film stress, or diffusion has unloaded it and it enters as a traction-free cut. The choice depends on the hold time compared with a relaxation time. If that time is known at one thickness, a scaling law is needed to carry it to another. For an isolated boundary filled by diffusion along it from the surface, in a film that cannot slide on its substrate, the time grows as the cube of the thickness. The inserted material ends as a wedge, closed at the interface.

\section{Model and signs}

Let $z$ be depth below the free surface and $x$ the distance from a straight boundary occupying $x=0$, $0<z<h$. The interface is at $z=h$. Tension is positive. The normal traction on the boundary is $\sigma(z,t)$, initially $\sigma_0$, and $u(z,t)$ is the thickness of inserted material, initially zero.

Film and substrate are isotropic, with the same elastic constants, in plane strain; $E^*=E/(1-\nu^2)$. The boundary is isolated. Its width times diffusivity, $\delta D$, is constant. The surface stays flat and supplies atoms quickly. The interface neither slides nor carries diffusion.

Only the initial traction on the boundary enters the relaxation problem. The substrate's own initial stress can be added afterwards.

\section{Transport along the boundary}

An atom of volume $\Omega$ inserted into the boundary lets the traction do work $\Omega\sigma$. Its chemical potential is therefore $\mu=\mu_0-\Omega\sigma$, where $\mu_0$ is the value at the flat surface. The flux $j$, integrated over the boundary width and counted positive downwards, is
\begin{equation}
j=-\frac{\delta D}{\Omega kT}\frac{\partial\mu}{\partial z}
 =\frac{\delta D}{kT}\frac{\partial\sigma}{\partial z}.
\end{equation}
Atoms move towards higher tension. More atoms entering a segment than leaving it thickens the deposit, so $\partial u/\partial t=-\Omega\,\partial j/\partial z$, or
\begin{equation}
\frac{\partial u}{\partial t}=-M\frac{\partial^2\sigma}{\partial z^2},
\qquad M=\frac{\delta D\,\Omega}{kT}.
\label{transport}
\end{equation}
Equality of chemical potential at the surface gives $\sigma(0,t)=0$. No flux into the interface gives $\sigma'(h,t)=0$.

\section{Stress made by inserted material}

\subsection{A dislocation below a free surface}

A layer of thickness $b$ inserted from the surface down to depth $\zeta$ ends in an edge dislocation. Write its Airy function as $(E^*b/4\pi)\chi$, with stresses $\sigma_{xx}\propto\chi_{zz}$, $\sigma_{zz}\propto\chi_{xx}$ and $\sigma_{xz}\propto-\chi_{xz}$. Let $r_1^2=x^2+(z-\zeta)^2$ and $r_2^2=x^2+(z+\zeta)^2$.

In an infinite body the dislocation has $\chi=(z-\zeta)\ln r_1$. Subtracting $(z-\zeta)\ln r_2$ makes $\chi=0$ at $z=0$, where $r_1=r_2$, so $\sigma_{zz}$ vanishes there. The remaining slope at the surface is
\begin{equation}
\chi_z\big|_{z=0}=-\zeta\left(\frac{-\zeta}{r_2^2}-\frac{\zeta}{r_2^2}\right)
=\frac{2\zeta^2}{r_2^2}.
\end{equation}
It depends on $x$ and would give a shear traction. The term $-2\zeta z(z+\zeta)/r_2^2$ is zero at $z=0$ and has slope $-2\zeta^2/r_2^2$ there, which cancels it. Hence
\begin{equation}
\chi=(z-\zeta)\ln\frac{r_1}{r_2}-\frac{2\zeta z(z+\zeta)}{r_2^2}.
\label{airy}
\end{equation}
Every term is a harmonic function times a constant or $z$. For harmonic $H$, $\nabla^2(zH)=2H_z$ is harmonic, so $\chi$ is biharmonic, as equilibrium and compatibility require.

The prefactor follows from the elongation along a line of constant $z$. Using $\int\ln(r_1/r_2)\,dx=\pi(|z-\zeta|-z-\zeta)$ and $\int(z+\zeta)/r_2^2\,dx=\pi$,
\begin{equation}
\int_{-\infty}^{\infty}\!\chi\,dx=
\begin{cases}
-2\pi z^2, & z<\zeta,\\
-2\pi\zeta(2z-\zeta), & z>\zeta.
\end{cases}
\end{equation}
Two $z$-derivatives give $-4\pi$ above the core and zero below it. The integral of $\sigma_{zz}$ vanishes because $\chi_x\to0$ at both ends. The elastic elongation is thus $-(4\pi/E^*)(E^*b/4\pi)=-b$ above the core and zero below. The far sides do not separate below the core. Being stress-free at infinity, they can differ only by a rigid motion, which must then vanish above it too. The shortening $-b$ therefore makes room for an inserted layer of thickness $+b$.

\subsection{The kernel}

At $x=0$, equation \eqref{airy} becomes $f(z)=(z-\zeta)\ln|(z-\zeta)/(z+\zeta)|-2\zeta z/(z+\zeta)$. Its first derivative is
\begin{align}
f'&=\ln\left|\frac{z-\zeta}{z+\zeta}\right|
 +1-\frac{z-\zeta}{z+\zeta}-\frac{2\zeta^2}{(z+\zeta)^2}\nonumber\\
&=\ln\left|\frac{z-\zeta}{z+\zeta}\right|
 +\frac{2\zeta}{z+\zeta}-\frac{2\zeta^2}{(z+\zeta)^2}.
\label{fprime}
\end{align}
Differentiating again gives the normal stress in units of $E^*b/4\pi$:
\begin{equation}
K(z,\zeta)=\frac1{z-\zeta}-\frac1{z+\zeta}
-\frac{2\zeta}{(z+\zeta)^2}+\frac{4\zeta^2}{(z+\zeta)^3}.
\label{kernel}
\end{equation}
Near the core the stress is compressive beside the inserted layer ($z<\zeta$) and tensile ahead of it ($z>\zeta$).

A general deposit is a stack of such layers. Those ending between $\zeta$ and $\zeta+d\zeta$ have total thickness $-u'(\zeta)\,d\zeta$, so
\begin{equation}
\sigma(z,t)=\sigma_0-\frac{E^*}{4\pi}\,\mathrm{PV}\!\!\int_0^h
K(z,\zeta)\frac{\partial u}{\partial\zeta}\,d\zeta ,\qquad u(h,t)=0.
\label{elastic}
\end{equation}
PV denotes the principal value. The condition $u(h)=0$ expresses the constraint. A finite thickness at $z=h$ would be a dislocation at the root. By \eqref{kernel} the traction beside it would diverge as $-1/(h-z)$, and its elastic energy would be infinite. Only an interface that slides could spread such an opening out.

\section{Where the cube comes from}

Set $z=hx$, using $x$ from here on for scaled depth, and
\begin{equation}
\sigma=\sigma_0 s,\qquad u=\frac{4\pi\sigma_0h}{E^*}\,v,\qquad t=\tau T .
\end{equation}
In \eqref{elastic}, $K$ scales as $1/h$, $d\zeta$ as $h$, and $\partial u/\partial\zeta=(4\pi\sigma_0/E^*)\,\partial v/\partial y$ with $\zeta=hy$. The prefactors cancel:
\begin{equation}
s=1-Av,\qquad Av=\mathrm{PV}\!\!\int_0^1K(x,y)\,\frac{\partial v}{\partial y}\,dy .
\label{scaledelastic}
\end{equation}
Equation \eqref{transport} becomes
\begin{equation}
\frac{4\pi\sigma_0h}{E^*\tau}\frac{\partial v}{\partial T}
=-\frac{M\sigma_0}{h^2}\frac{\partial^2s}{\partial x^2}.
\end{equation}
The coefficients are equal when
\begin{equation}
\boxed{\;\tau=\frac{4\pi h^3}{E^*M}=\frac{4\pi kT\,h^3}{E^*\,\delta D\,\Omega}\;}
\label{tau}
\end{equation}
and then $\partial v/\partial T=-\partial^2s/\partial x^2$. No parameter remains. Two powers of $h$ come from the second derivative in diffusion. The third comes from elasticity: removing a given stress takes an opening proportional to $h$. The initial stress $\sigma_0$ drops out of the time because the model is linear.

\section{Relaxation modes}

Integrate $-s''=\partial v/\partial T$ from $x$ to 1 with $s'(1)=0$, then from 0 to $x$ with $s(0)=0$:
\begin{equation}
s(x)=\int_0^x\!dx'\!\int_{x'}^1\frac{\partial v}{\partial T}\,dy
=\int_0^1\min(x,y)\,\frac{\partial v}{\partial T}\,dy
\equiv G\,\frac{\partial v}{\partial T}.
\label{green}
\end{equation}
The minimum appears because a given $y$ is counted for all $x'$ below both $x$ and $y$. With \eqref{scaledelastic},
\begin{equation}
G\,\frac{\partial v}{\partial T}+Av=1,\qquad v(x,0)=0 .
\label{evolution}
\end{equation}

Both operators are symmetric and positive. For $G$, let $w=-s''$ and $s=Gw$. Integration by parts gives $\int wGw\,dx=\int s'^2dx>0$. For $A$, integrate by parts using $K(x,0)=0$ and $v(1)=0$. The influence function is then minus
\begin{equation}
\frac{\partial K}{\partial y}=\frac1{(x-y)^2}+\frac{12xy-(x+y)^2}{(x+y)^4},
\end{equation}
taken as a finite part, and it is symmetric in $x$ and $y$. The energy stored by inserting $v$ into an unstressed body is half the opening times the compression it produces:
\begin{equation}
W=\frac12\int_0^h(\sigma_0Av)\,u\,dz
=\frac{2\pi\sigma_0^2h^2}{E^*}\int_0^1vAv\,dx ,
\end{equation}
which is positive for any nonzero deposit.

Now solve $A\varphi_n=\lambda_nG\varphi_n$. Multiplication by $\varphi_n$ and integration give $\lambda_n=\int\varphi_nA\varphi_n/\int\varphi_nG\varphi_n$, which is positive. Symmetry makes modes of different rate orthogonal, $\int\varphi_mA\varphi_n=0$. I take the modes to be complete, as for a vibrating elastic body. Let $v_\infty$ satisfy $Av_\infty=1$ and expand it as $\sum c_n\varphi_n$. Then
\begin{equation}
v=\sum_nc_n\varphi_n\left(1-e^{-\lambda_nT}\right),\qquad
s=\sum_nc_n\,A\varphi_n\,e^{-\lambda_nT},
\end{equation}
with $c_n=\int\varphi_n\,dx/\int\varphi_nA\varphi_n\,dx$. Substitution in \eqref{evolution} confirms it, since $\lambda_nG\varphi_n=A\varphi_n$.

The rates are found numerically by replacing the deposit with 160 discrete dislocations, spaced closely near both ends. The lowest two are $\lambda_1=11.74$ and $\lambda_2=265$. The late decay time is therefore
\begin{equation}
t_1=\frac{\tau}{\lambda_1}=1.07\,\frac{kT\,h^3}{E^*\,\delta D\,\Omega}.
\label{t1}
\end{equation}
A separate finite-difference model represents the traction on equal cells in SI units, with the same elastic kernel. Its slowest decay rate, extrapolated from two cell sizes, was tested against \eqref{t1} at two thicknesses and agrees within the 0.5\% tolerance.

\section{The final wedge}

At long times $Av_\infty=1$, so the traction on the boundary vanishes. This is the elastic problem of a surface crack of depth $h$ under uniform tension, with the opening filled by deposited atoms.

The shape of the root follows from a local analysis. Let $\rho=h-z$ and try $u=a\sqrt\rho$, so that $-u'(\zeta)=a/(2\sqrt{\rho'})$ with $\rho'=h-\zeta$. Close to the root only the first term of \eqref{kernel} is singular, and $z-\zeta=\rho'-\rho$. With $\rho'=q^2$, the stress on the boundary contains
\begin{equation}
\mathrm{PV}\!\!\int_0^\infty\!\frac{d\rho'}{\sqrt{\rho'}(\rho'-\rho)}
=\left[\frac1{\sqrt\rho}\ln\left|\frac{q-\sqrt\rho}{q+\sqrt\rho}\right|\right]_0^\infty=0 .
\end{equation}
A square-root closure thus leaves the boundary traction finite. At distance $r$ below the root, $\rho=-r$, the corresponding integral is $2\int_0^\infty dq/(q^2+r)=\pi/\sqrt r$, and the added stress is
\begin{equation}
\Delta\sigma=\frac{E^*}{4\pi}\,\frac a2\,\frac{\pi}{\sqrt r}=\frac{E^*a}{8\sqrt r}.
\end{equation}
In the final wedge $a>0$, so it loads the substrate just beneath it. Defining the intensity by $\Delta\sigma=K_I/\sqrt{2\pi r}$, the numerical wedge gives $K_I=1.12\,\sigma_0\sqrt{\pi h}$.

The same load transfer appears in the force balance. By \eqref{fprime}, $f'$ is zero at $z=0$ and as $z\to\infty$, so $\int_0^\infty K\,dz=0$ for each dislocation. Whatever force the boundary loses is carried by the material below it.

\section{Early times}

Before diffusion has felt the interface, $h$ cannot enter. The one length that can be formed from $E^*M$ and $t$ is $\ell=(E^*Mt)^{1/3}$. Linearity in $\sigma_0$ then gives a mouth opening
\begin{equation}
u(0,t)=C\,\frac{\sigma_0}{E^*}\,(E^*Mt)^{1/3},
\end{equation}
with $C$ a pure number. An eightfold time should double the opening; the computed factor is 1.998. The cube law is the statement that $\ell$ has become comparable with $h$.

The early deposit is not a simple wedge. For $\zeta\ll z$, the terms of \eqref{kernel} linear in $\zeta$ cancel, and the second-order terms give $K\simeq8\zeta^2/z^3$. Since $-\int\zeta^2u'\,d\zeta=2\int\zeta u\,d\zeta$, the stress added ahead of the deposit is
\begin{equation}
\Delta\sigma\simeq\frac{4E^*}{\pi z^3}\int\zeta u\,d\zeta .
\end{equation}
Equation \eqref{transport}, multiplied by $\zeta$ and integrated by parts, gives
\begin{equation}
\frac{d}{dt}\int_0^h\zeta u\,d\zeta
=-M\Big[\zeta\sigma'-\sigma\Big]_0^h=M\sigma(h,t),
\end{equation}
which is close to $M\sigma_0$ at first. To leading order for $\ell\ll z\ll h$,
\begin{equation}
\Delta\sigma\simeq\frac{4E^*M\sigma_0t}{\pi z^3}>0,\qquad
\frac{\partial u}{\partial t}=-M\,\Delta\sigma''
\simeq-\frac{48E^*M^2\sigma_0t}{\pi z^5}<0 .
\end{equation}
The traction at depth first rises above $\sigma_0$, and some material is withdrawn there and carried up towards the peak of tension.

\section{Worked example}

Take round model parameters: $E^*=100$ GPa, $\sigma_0=200$ MPa, $\Omega=10^{-29}\ \mathrm{m^3}$, $\delta D=10^{-23}\ \mathrm{m^3\,s^{-1}}$, $T=500$ K (here the temperature) and $h=400$ nm. With $kT=6.903\times10^{-21}$ J,
\begin{align}
M&=\frac{10^{-23}\times10^{-29}}{6.903\times10^{-21}}
=1.449\times10^{-32}\ \mathrm{m^3\,Pa^{-1}\,s^{-1}},\\
\tau&=\frac{4\pi\,(4\times10^{-7})^3}{10^{11}\times1.449\times10^{-32}}
=555\ \mathrm{s},\qquad
t_1=\frac{555}{11.74}=47.3\ \mathrm{s}.
\end{align}
At 200 and 800 nm the decay times are 5.9 and 378 s.

The computed traction, in units of $\sigma_0$, is as follows.

\begin{center}
\begin{tabular}{ccccc}
$t/\tau$ & $z=0.1h$ & $z=0.5h$ & $z=h$ & mean\\
0.001 & 0.62 & 1.17 & 1.01 & 0.99\\
0.01 & 0.31 & 1.10 & 1.31 & 0.95\\
0.05 & 0.18 & 0.68 & 0.85 & 0.60\\
0.1 & 0.10 & 0.38 & 0.47 & 0.33\\
0.2 & 0.03 & 0.12 & 0.15 & 0.10
\end{tabular}
\end{center}

The mean hardly moves at first, although the uppermost part of the boundary has already lost much of its tension. The force balance accounts for this: the tension thrown ahead of a shallow deposit still falls mostly on the boundary itself. At $t=0.01\tau$ the root carries about 30\% more than the initial stress. From $0.05\tau$ onwards the profile keeps its shape and shrinks, because the second mode decays more than twenty times faster than the first.

At late times the mean is $1.07\,\sigma_0e^{-t/t_1}$. The amplitude exceeds one because of the slow start. (It agrees with the coefficient in \eqref{t1} to the printed digits; nothing derived here links the two.) The mean reaches $\sigma_0/e$ when $t=t_1(1+\ln1.07)=50.5$ s, and it halves at 36.0 s.

For a hold of 100 s, the 400 nm boundary retains $1.07\,e^{-100/47.3}=0.13$ of its initial mean traction and is reasonably modelled as a traction-free cut. At 800 nm the fraction is $1.07\,e^{-100/378}=0.82$, and the boundary must still be treated as loaded. Both numbers assume boundaries about ten film thicknesses apart or more. Many polycrystalline films have grains about as wide as the film is thick; with boundaries one thickness apart the 800 nm boundary would retain only about 0.37. Both conclusions concern only the stress present during the hold. A filled boundary is not an open crack: it transmits any stress added later, such as that from cooling.

The final mouth opening is $5.82\,\sigma_0h/E^*=4.65$ nm. At half depth the deposit is 3.36 nm thick, or 72\% of the mouth value, where a straight-sided wedge would have 50\%. Between $0.75h$ and $0.9h$ it falls from 2.45 to 1.58 nm, a ratio of 0.65. The square-root closure alone predicts $\sqrt{0.10/0.25}=0.63$.

At $t=10^{-4}\tau$ the mouth is open by 0.34 nm and the greatest withdrawal at depth is 0.01 nm. Both are of atomic size or less, so at this stage $u$ can only be read as an average along the boundary. The remaining values are in the numerical output.

\section{What changes the law}

\subsection{A sliding interface}

Suppose the interface slides freely and the grains have width $d\gg h$. The opening is then nearly uniform, and $\dot u$ can be taken as the same at all depths. Integrating $\sigma''=-\dot u/M$ with $\sigma'(h)=0$ and $\sigma(0)=0$ gives
\begin{equation}
\sigma=\frac{\dot u}{M}\left(hz-\frac{z^2}{2}\right),\qquad
\bar\sigma=\frac{\dot u}{M}\left(\frac{h^2}{2}-\frac{h^2}{6}\right)=\frac{\dot u\,h^2}{3M}.
\end{equation}
Each inserted layer now relieves strain across the whole grain, $\bar\sigma=\sigma_0-E^*u/d$. Hence
\begin{equation}
\frac{d\bar\sigma}{dt}=-\frac{E^*}{d}\,\dot u=-\frac{3ME^*}{h^2d}\,\bar\sigma,
\qquad t_{\rm slide}=\frac{h^2d}{3ME^*}.
\end{equation}
At fixed grain size this time grows as $h^2$. The constraint replaces $d$ by a multiple of $h$, because a deposit pinned at the interface relieves stress only over a distance of order $h$. For the same reason, a film that cannot slide and has $d\gg h$ keeps most of its stress between boundaries even after every boundary is unloaded. The average fraction lost is roughly $4h/d$, so this needs $d$ of about ten thicknesses or more.

\subsection{Other conditions}

With neighbouring boundaries at spacing $d$, the kernel depends on $d/h$, and so does $\lambda_1$. Closely spaced boundaries relax sooner than an isolated one, because the deep deposit of the late stage also relieves tension over most of each neighbouring boundary (a shallow early deposit still loads the lower part of a close neighbour). For a periodic array $\lambda_1$ is about 12.6 at $d=10h$, 15 at $d=5h$ and 38 at $d=h$. The cube law then holds between films of equal $d/h$, but not in general at fixed $d$. A substrate with different elastic constants likewise changes $\lambda_1$, through the modulus ratio and the Poisson's ratios of film and substrate, which leaves the power of $h$ intact.

If entry of atoms at the surface is the slow step, with a flux proportional to the traction, the deposit area to be supplied still scales as $uh\sim\sigma h^2/E^*$. The supply no longer falls as $1/h$, so the time scales as $h^2$. Diffusion along the interface replaces the condition $\sigma'(h)=0$ and introduces a new transport coefficient.

The elastic solution also fails close to the root once the substrate yields there. Finally, $\Omega\sigma_0/kT=0.29$ in the example, so a diffusivity that depends on stress could alter the times noticeably; the constant $\delta D$ used here leaves that out.

\section*{Computed results}
\begin{verbatim}
plane-strain modulus: 100 GPa
initial film stress: 200 MPa
atomic volume: 1.0e-29 m^3
boundary width times diffusivity: 1.0e-23 m^3/s
temperature: 500 K
thermal energy kT: 6.9032e-21 J
film thickness: 400 nm
mobility M: 1.4486e-32 m^3/(Pa s)
slowest rate number lam1: 11.743 (pure number)
second rate number lam2: 264.63 (pure number)
4*pi/lam1: 1.070 (pure number)
tau: 555.2 s
slowest decay time tau/lam1: 47.28 s
late amplitude of mean traction: 1.070 (pure number)
mean traction halves at t/tau: 0.0648; t = 35.98 s
mean traction at 1/e at t/tau: 0.0909; t = 50.49 s
decay time at 200 nm: 5.91 s
decay time at 400 nm: 47.28 s
decay time at 800 nm: 378.24 s
finite-difference decay time at 400 nm: 47.28 s
finite-difference decay time at 800 nm: 378.24 s
traction/initial stress at z/h = 0.1, 0.25, 0.5, 0.75, 1:
  t/tau=0.001: 0.619 1.115 1.167 1.035 1.010; mean 0.994
  t/tau=0.010: 0.311 0.690 1.096 1.271 1.305; mean 0.945
  t/tau=0.050: 0.181 0.411 0.683 0.820 0.851; mean 0.595
  t/tau=0.100: 0.101 0.229 0.379 0.456 0.473; mean 0.331
  t/tau=0.200: 0.031 0.071 0.117 0.141 0.146; mean 0.102
  t/tau=0.400: 0.003 0.007 0.011 0.013 0.014; mean 0.010
finite-difference mean at t/tau=0.05: 0.595
final mouth opening * Estar/(sigma0*h): 5.818
final mouth opening: 4.654 nm
final opening at z/h=0.25: 4.034 nm
final opening at z/h=0.50: 3.361 nm
final opening at z/h=0.75: 2.451 nm
final opening at z/h=0.90: 1.582 nm
root stress intensity/(sigma0*sqrt(pi*h)): 1.121
same from stress at 0.002 h below root: 1.123
mouth growth for 8-fold early time: 1.998
largest traction/initial stress at t/tau=1e-4: 1.215
mouth opening at t/tau=1e-4: 0.3359 nm
most negative opening then: -0.00979 nm
sliding-grain factor: 0.3333 (pure number)
\end{verbatim}
